The thickest film with resolvable Kiessig fringes in X-ray reflectivity

**The form of the answer**

X-rays of wavelength λ strike a film of thickness d at a grazing angle θ, measured from the surface. Waves reflected from its top and bottom interfaces interfere, and the reflected intensity oscillates as θ is scanned. These oscillations are the Kiessig fringes. The instrument accepts a spread w of incidence angles.

Both λ and d are lengths and w is a pure number. If absorption is neglected and refraction enters only through a critical angle, dimensional analysis requires d_max = λ × (a function of angles). Interference supplies the rest. The phase between the two waves is proportional to d/λ, so a small angular spread w produces a phase spread proportional to (d/λ)w. Fringes cease to be resolvable when this phase spread reaches a fixed value of several radians, set by the chosen criterion. Hence

d_max = constant × λ/w.

The constant can depend on θ, on the critical angle and on what is meant by "resolvable".

**Back of the envelope**

Neglect refraction. The path difference is 2d sinθ, and neighbouring maxima differ in path by one wavelength. For a small step Δθ,

2d cosθ Δθ = λ, so Δθ ≈ λ/(2d) at grazing incidence.

Requiring a fringe to be at least as wide as the resolution, Δθ ≥ w, gives

d_max ≈ λ/(2w).

For a photon energy of 8000 eV, λ = 1.5498 Å. With w = 0.100 mrad,

λ/(2w) = 1.5498 Å / (2 × 1.00×10⁻⁴) = 7749 Å.

This estimate leaves open how much of the fringe survives at the limit and what refraction does to the spacing.

**Wavevector in the film**

Take a uniform film with flat, parallel, sharp interfaces on a thick substrate. The algebra is in atomic units: the photon energy is ω, the speed of light is c, and k = ω/c = 2π/λ.

Treat the electrons as free, with density ρ. An electron of charge −1 in a field E oscillating at frequency ω obeys −ω²x = −E, so x = E/ω². The polarization is P = −ρx = −ρE/ω², and the squared refractive index is

n² = 1 + 4πP/E = 1 − 4πρ/ω².

The interfaces are flat, so the in-plane wavevector k cosθ is the same in every layer. The normal component in the film is therefore

k_f² = n²k² − k²cos²θ = k² sin²θ − 4πρ/c².

It vanishes at the critical angle θ_c of the film:

sin²θ_c = 4πρ/ω², and so k_f = k √(sin²θ − sin²θ_c).

The substrate has a normal component k_s of the same form with its own density. Outside, k₀ = k sinθ. From here on, θ lies above both critical angles.

**Reflected intensity**

Let z be the depth, and let the electric field be parallel to the surface. The field is

- e^{ik₀z} + r e^{−ik₀z} outside,
- a e^{ik_f z} + b e^{−ik_f z} in the film,
- t e^{ik_s(z−d)} in the substrate.

The field and its z derivative are continuous; the derivative is proportional to the tangential magnetic field. At z = d,

a e^{ik_f d} + b e^{−ik_f d} = t,
k_f (a e^{ik_f d} − b e^{−ik_f d}) = k_s t.

Eliminating t gives b = aP, with

P = r₁₂ e^{iφ}, r₁₂ = (k_f − k_s)/(k_f + k_s), φ = 2k_f d.

At z = 0,

1 + r = a(1 + P),
k₀(1 − r) = k_f a(1 − P).

Multiply the first of these by k₀. Adding the second, and then subtracting it, gives

2k₀ = a[(k₀ + k_f) + P(k₀ − k_f)],
2k₀r = a[(k₀ − k_f) + P(k₀ + k_f)].

Their ratio, with r₀₁ = (k₀ − k_f)/(k₀ + k_f), is

r = (r₀₁ + r₁₂e^{iφ})/(1 + r₀₁r₁₂e^{iφ}).

When both interface amplitudes are small, the denominator is close to one. Without absorption they are real, and to leading order

R = |r|² ≈ r₀₁² + r₁₂² + 2r₀₁r₁₂ cosφ.

The last term is the fringe. Its amplitude divided by the mean intensity will be called the contrast.

**Fringe spacing with refraction**

One fringe is a phase advance of 2π. Differentiating φ = 2k_f d gives

dφ/dθ = 2dk sinθ cosθ / √(sin²θ − sin²θ_c) = 2kd/g,

where

g = √(sin²θ − sin²θ_c)/(sinθ cosθ).

If g changes little across one fringe,

Δθ = 2π/(dφ/dθ) = 2πg/(2kd) = gλ/(2d).

At small angles g ≈ √(1 − θ_c²/θ²). Well above the critical angle it approaches one and the simple spacing returns. Closer to the critical angle g is smaller, the fringes crowd together, and they are lost at a smaller thickness.

**Gaussian resolution**

Let the accepted angles be θ + x, with x distributed as a Gaussian of full width at half maximum w. This width refers to the incidence angle itself; the corresponding spread in the total deflection 2θ of the rays is twice as large. The standard deviation is σ = w/(2√(2 ln2)). Different incidence angles are assumed to add as intensities.

For w much smaller than θ and than the distance of θ from both critical angles, the interface amplitudes are nearly constant over the spread and the phase is nearly linear, φ(θ + x) ≈ φ + Kx with K = 2π/Δθ. Expand

cos(φ + Kx) = cosφ cosKx − sinφ sinKx.

The sine term is odd in x and averages to zero. The Gaussian average of cosKx is e^{−K²σ²/2}. The fringe is thus multiplied by

F = exp(−K²σ²/2) = exp[−½ (4π²/Δθ²)(w²/(8 ln2))] = exp[−π²w²/(4 ln2 Δθ²)].

Call the fringes resolved while F is at least a chosen fraction f. At the limit F = f, and taking logarithms gives

π²w²/(4 ln2 Δθ²) = ln(1/f),

w/Δθ = C, with C = (2/π)√(ln2 ln(1/f)).

Inserting Δθ = gλ/(2d) and solving for d,

**d_max = C g λ/(2w).**

At a fixed angle and wavelength, d_max thus varies as 1/w for any g, as long as w stays small compared with the distance of θ from both critical angles. Proportionality to λ also requires g ≈ 1, because θ_c depends on λ. The prefactor C is fixed by the criterion. For small f it changes slowly: lowering f from 0.1 to 0.01 doubles the logarithm and raises C by a factor √2. As f approaches one it falls to zero: C is 0.44 at f = 0.5, 0.25 at 0.8 and 0.12 at 0.95. The envelope estimate C = 1 corresponds to f = 0.0284, so at that thickness about 3% of the fringe amplitude is left. If the data demand a minimum contrast V_min and the unblurred contrast is V, the appropriate choice is f = V_min/V, so a film of low contrast has a much smaller d_max.

**A second case: uniform acceptance**

If all angles within a full width w are accepted equally, the average of cos(φ + Kx) over −w/2 < x < w/2 is

cosφ × sin(Kw/2)/(Kw/2) = cosφ × sin(πw/Δθ)/(πw/Δθ).

The first zero is at Δθ = w, or d = gλ/(2w). One whole fringe then fits into the acceptance and averages out, which gives the envelope criterion a direct meaning. For thicker films the oscillation returns with reversed sign and reaches 22% of the unblurred amplitude at 1.43 times this thickness, so this thickness marks only the first loss of the fringes.

Averaging the full reflectivity at 10 mrad leaves 0.6368 of the amplitude at half this thickness, where the formula gives 2/π = 0.6366. At the predicted zero, 0.0067 is left. The remainder comes from the slope of the fringe amplitude. Since r₀₁ = (k₀² − k_f²)/(k₀ + k_f)², it falls roughly as θ⁻², as does r₁₂, so their product falls as θ⁻⁴ and has relative slope −4/θ. Averaging (1 − 4x/θ)e^{iKx} over one full fringe leaves a magnitude 4/(Kθ) = 4w/(2πθ) = 0.0064, close to the value found. With refraction kept, the slope is −4.33/θ and gives 0.0069; the curvature of the phase and absorption each lower this by about 0.0001.

**Worked example**

The model film has 0.35 electrons per Å³ and the substrate 0.70. Their critical angles are 2.746 and 3.883 mrad. Choose θ = 10 mrad, w = 0.100 mrad and f = 0.10. Then

C = (2/π)√(0.693 × 2.303) = 0.804,
g ≈ √(1 − (2.746/10)²) = 0.962,
d_max = 0.8043 × 0.9616 × 7749 Å = 5993 Å (11325 bohr).

The fringe spacing there is w/C = 0.124 mrad. The contrast is almost 1 before blurring and 0.100 after it. The value near 1 is special to a substrate twice as dense as the film: r₀₁ is roughly proportional to the film density and r₁₂ to the density difference, so here they are nearly equal. A film of 0.66 electrons per Å³ on the same substrate has an unblurred contrast of 0.13, and a minimum contrast of 0.1 then gives C = 0.275 and d_max ≈ 1980 Å. Since d_max is inversely proportional to w, a film of 10000 Å needs w = 0.100 × 5993/10000 = 0.0599 mrad.

**Comparison with the blurred reflectivity**

The formula was tested against a numerical Gaussian average of the full reflectivity, searching for the thickness at which the fringe amplitude falls to one tenth:

- 5 mrad: formula 5208 Å, numerical 5214 Å
- 10 mrad: formula 5993 Å, numerical 5994 Å
- 20 mrad: formula 6174 Å, numerical 6174 Å

The largest difference is about 0.1% of the formula's value. The amplitude is read off by sliding the thickness through two fringe periods, and differences of this size depend on how it is extracted. The drop from 20 to 5 mrad follows g, which falls from 0.991 to 0.836.

At 20 mrad the numerical limit varies as w to the power −1.000 and, between 8000 and 16000 eV, as λ to the power 0.990. The second exponent falls short of one because θ_c is proportional to λ: a longer wavelength brings the critical angle closer and lowers g slightly.

Angular scans show the loss directly. Between 9.5 and 10.5 mrad the blurred curve has 5 maxima at d = 0.5 λ/(2w), 8 at d_max, and none at 1.5 λ/(2w). In the last case w/Δθ = 1.5/0.9616 = 1.56, so F ≈ 2×10⁻⁴. A maximum can appear only if the fringe's largest relative slope, about 2πF/Δθ for contrast near one, exceeds the background slope 4/θ. This requires F > 4Δθ/(2πθ) ≈ 0.004, which is not met.

**Other causes of lost fringes**

*Energy spread.* Since k_f² = k² sin²θ − 4πρ/c², small changes of angle and wavevector give

δφ = (2dk² sinθ cosθ/k_f)(δθ + tanθ δk/k).

A relative energy width ε therefore acts as an additional angular width ε tanθ. For independent Gaussian spreads, w is replaced by √(w² + ε² tan²θ). A joint average over both spreads at 5 mrad, with d = 6000 Å, w = 0.040 mrad and ε = 0.010, leaves 0.2861 of the amplitude, against 0.2857 from this rule. At 10 mrad, the energy spread blurs as much as w = 0.100 mrad when ε = 0.0100.

*Absorption.* Let the intensity in the film fall by a factor e over a path L. This adds ik/L to k_f², and for weak absorption k_f acquires an imaginary part k/(2Lk_f), with k_f in this expression taken as its real part. The factor e^{2ik_f d}, and with it the fringe amplitude, is reduced by

exp[−dk/(Lk_f)].

For L = 10⁷ Å and d = d_max at 10 mrad, k_f/k ≈ 0.00962 and the exponent is −5993/(10⁷ × 0.00962) = −0.062. The factor is 0.94, so resolution sets the limit for this weakly absorbing film. At the same angle and thickness the factor is 0.41 for L = 7×10⁵ Å and about 0.045 for L = 2×10⁵ Å, so in strongly absorbing films absorption removes the fringes first. Once d approaches Lk_f/k, absorption must be included in the choice of f.

*Uneven thickness.* At fixed angle, φ advances by 2π when d grows by π/k_f = λ/(2 × 0.00962) ≈ 81 Å. If regions of different thickness add as intensities, their spread must stay well below this value, about 1.3% of d_max. A spread comparable to it weakens or removes the fringes even with ideal angular resolution.

The numerical output below lists the values used here.

Computed results

```
photon energy: 8000 eV
wavelength: 1.5498 angstrom
film electron density: 0.35 per cubic angstrom
substrate electron density: 0.70 per cubic angstrom
attenuation length in film: 1.0e+07 angstrom
critical angle, film: 2.746 mrad
critical angle, substrate: 3.883 mrad
resolution FWHM w: 0.100 mrad
kept fraction f: 0.10
grazing angle of example: 10.0 mrad
wavelength/(2w): 7749 angstrom
prefactor C: 0.8043
f that gives C = 1: 0.0284
edge factor g: 0.9616
d_max, formula: 5993 angstrom = 11325 bohr
fringe spacing at d_max: 0.1243 mrad
contrast at d_max, unblurred: 0.9995
contrast at d_max, blurred: 0.1000
absorption factor of amplitude, numerical: 0.9397
absorption factor of amplitude, formula: 0.9396
relative energy width that blurs as much as w: 0.0100
w needed for 10000 angstrom: 0.0599 mrad
angle (mrad), g, d_max formula, d_max numerical (angstrom):
  5  0.8357  5208  5214
  10  0.9616  5993  5994
  20  0.9907  6174  6174
largest relative error of fringe spacing: 6.3e-04
numerical exponent of d_max in w: -1.0000
numerical exponent of d_max in wavelength: 0.9895
uniform acceptance, half a fringe, kept: 0.6368
uniform acceptance, one fringe, kept: 0.0067
joint angle and energy blur, numerical: 0.2861
joint angle and energy blur, formula: 0.2857
maxima between 9.5 and 10.5 mrad after blurring:
  d = 0.5 wavelength/(2w): 5
  d = d_max: 8
  d = 1.5 wavelength/(2w): 0
```
